# The TDHF triplet frequency of H₂ and the Coulson-Fischer point, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Rydberg atomic units are used: $\hbar = 2m = 1$, $e^2 = 2$, lengths in bohr, energies in Ry and times in $\hbar/\mathrm{Ry}$. One Ry is 13.605693 eV, one bohr is 0.529177 Å, and $\hbar/\mathrm{Ry}$ is 0.048378 fs. Two protons are fixed a distance $R$ apart. The one-electron operator is $h = -\nabla^2 - 2/r_a - 2/r_b$, the electrons repel through $2/r_{12}$, and the nuclear repulsion $2/R$ is left out except in energies called total.

The basis has one real, normalized 1s-type function on each proton, $a$ and $b$, with overlap $S$. Inversion through the bond midpoint exchanges $a$ and $b$, and the orthonormal combinations of even and odd parity are

$$g = \frac{a+b}{\sqrt{2(1+S)}}, \qquad u = \frac{a-b}{\sqrt{2(1-S)}} .$$

Two-electron integrals over real functions are

$$(pq|rs) = \iint p(1)q(1)\,\frac{2}{r_{12}}\,r(2)s(2)\,d^3r_1\,d^3r_2 ,$$

with $J_{gg} = (gg|gg)$, $J_{uu} = (uu|uu)$, $J = (gg|uu)$ and $K = (gu|gu)$. Both $h$ and $2/r_{12}$ are unchanged by inversion, so an integral with an odd number of $u$ equals its own negative: $h_{gu} = (gg|gu) = (uu|gu) = 0$.

$K$ is positive. The product is $gu = (a^2-b^2)/(2\sqrt{1-S^2})$, so with $U = (aa|aa) = (bb|bb)$ and $V = (aa|bb)$,

$$K = \frac{U + U - 2V}{4(1-S^2)} = \frac{U-V}{2(1-S^2)} .$$

Any integral $(\rho|\rho)$ equals $\int d^3k\,(2\pi)^{-3}\,(8\pi/k^2)\,|\tilde\rho(k)|^2$, which is positive unless $\rho$ vanishes, and $K$ has this form with $\rho = gu$.

The restricted Hartree-Fock (RHF) determinant has $g$ occupied by both spins. The Fock operator for an $\alpha$ electron is $F = h + 2\hat J_g - \hat K_g$, where $\hat J_g$ multiplies by the Coulomb potential of $g^2$ and $\langle p|\hat K_g|q\rangle = (pg|gq)$. Its off-diagonal element is $h_{gu} + 2(gu|gg) - (gg|gu) = 0$, so $g$ is self-consistent, and

$$\varepsilon_g = h_{gg} + J_{gg}, \qquad \varepsilon_u = h_{uu} + 2J - K, \qquad d = \varepsilon_u - \varepsilon_g, \qquad E_{\rm RHF} = 2h_{gg} + J_{gg}.$$

Two combinations recur:

$$D = d - J + K = h_{uu} - h_{gg} + J - J_{gg}, \qquad M = d - J - K = D - 2K .$$

The second form of $D$ follows by inserting $d = h_{uu} + 2J - K - h_{gg} - J_{gg}$.

A determinant with normalized spatial orbitals $\phi_\alpha$ and $\phi_\beta$ for the two spins has no exchange energy between them, since the spin functions are orthogonal:

$$E[\phi_\alpha,\phi_\beta] = \langle\phi_\alpha|h|\phi_\alpha\rangle + \langle\phi_\beta|h|\phi_\beta\rangle + \big(|\phi_\alpha|^2\,\big|\,|\phi_\beta|^2\big).$$

Time-dependent Hartree-Fock (TDHF) is the motion $i\,\partial_t\phi_\sigma = \delta E/\delta\phi_\sigma^*$, that is

$$i\,\partial_t\phi_\alpha = \big(h + v[|\phi_\beta|^2]\big)\phi_\alpha, \qquad v[\rho](1) = \int \frac{2\rho(2)}{r_{12}}\,d^3r_2 ,$$

projected on the basis, with the same equation for $\beta$. This agrees with $i\,\partial_t\phi_\alpha = F_\alpha\phi_\alpha$, because the Coulomb and exchange operators of $\phi_\alpha$ cancel when they act on $\phi_\alpha$ itself.

The Coulson-Fischer point $R_{\rm CF}$ is the distance beyond which an unrestricted (UHF) determinant, with $\phi_\alpha \ne \phi_\beta$, has a lower energy than RHF.

## Problem

(a) Linearize TDHF about the RHF state and find the triplet frequency $\Omega$. (b) Find the condition that fixes $R_{\rm CF}$ and the value of $\Omega$ there. (c) Describe $\Omega$ for $R > R_{\rm CF}$ and state what the answer depends on. (d) Evaluate the results in the STO-3G basis at $R = 1.4$ and $3.0$ bohr.

## The linearized equation

Write

$$\phi_\alpha = e^{-i\varepsilon_g t}\big[(1+\delta_\alpha)\,g + p\,u\big], \qquad \phi_\beta = e^{-i\varepsilon_g t}\big[(1+\delta_\beta)\,g + q\,u\big],$$

with small complex $p, q, \delta_\sigma$. Normalization reads $1 + 2\,\mathrm{Re}\,\delta_\alpha + O(2) = 1$, so $\mathrm{Re}\,\delta_\sigma = 0$ in first order, and the $\beta$ density is $|\phi_\beta|^2 = gg + (q+q^*)\,gu + O(2)$.

Projection on $g$, after the phase factor is cancelled, gives

$$i\dot\delta_\alpha + \varepsilon_g(1+\delta_\alpha) = (h_{gg}+J_{gg})(1+\delta_\alpha) + p\,[h_{gu} + (gu|gg)] + (q+q^*)(gg|gu).$$

The last two terms vanish by parity and $\varepsilon_g = h_{gg}+J_{gg}$, so $\dot\delta_\alpha = 0$. A constant imaginary $\delta_\alpha$ is an overall phase and is set to zero.

Projection on $u$ gives

$$i\dot p + \varepsilon_g\,p = [h_{ug} + (ug|gg)] + p\,[h_{uu} + (uu|gg)] + (q+q^*)(ug|gu).$$

The first bracket vanishes, and $h_{uu} + J - \varepsilon_g = D$. Hence

$$i\dot p = D\,p + K(q+q^*), \qquad i\dot q = D\,q + K(p+p^*). \tag{1}$$

The diagonal coefficient is $D$ and not the gap $d$. The gap contains $2J-K$, the interaction of an added electron in $u$ with two electrons in $g$, while an electron promoted to $u$ meets only the one left behind. The full Fock operator gives the same result. There the diagonal term is $d\,p$, the Coulomb response to both densities is $K(p+p^*) + K(q+q^*)$, and the change $p\,u(1)g(2) + p^*g(1)u(2)$ of the $\alpha$ density matrix changes the $ug$ exchange element by $p\,(uu|gg) + p^*(ug|ug) = Jp + Kp^*$, which is subtracted. The sum is $(d - J + K)\,p + K(q+q^*)$.

Equations (1) separate into $q = p$ and $q = -p$. For $q = p$ the total density moves and the spin density $|\phi_\alpha|^2 - |\phi_\beta|^2 = (p+p^*-q-q^*)\,gu$ stays zero; this is the singlet mode. For $q = -p$ the total density is fixed and the spin density moves; this is the triplet mode, with

$$i\dot p = D\,p - K(p+p^*) = (d-J)\,p - K\,p^* . \tag{2}$$

## The tempting solution

An excitation of energy $\Omega$ gives the amplitude the dependence $p = X e^{-i\Omega t}$. In (2) the term $Kp^* = KX^*e^{+i\Omega t}$ rotates the opposite way, is off resonance by $2\Omega$, and averages out. What remains is

$$\Omega = d - J .$$

The result can be checked. The determinant $g\alpha\,u\alpha$ has energy $E_T = h_{gg} + h_{uu} + J - K$, and

$$E_T - E_{\rm RHF} = h_{uu} - h_{gg} + J - J_{gg} - K = D - K = d - J .$$

So $\Omega$ is the energy of the triplet above the RHF state. It is real at every $R$. The RHF state becomes unstable to spin polarization when the triplet costs nothing, which places $R_{\rm CF}$ at $d = J$, or 2.92644 bohr in STO-3G, and beyond that $\Omega$ is negative.

## The fault

The function $Xe^{-i\Omega t}$ does not solve (2). It leaves the residue $-KX^*e^{i\Omega t}$, which is first order in the amplitude like every term kept. Averaging it away is legitimate when $K \ll |\Omega|$, because a term of size $K$ detuned by about $2\Omega$ drives a counter-rotating amplitude of relative size about $K/2\Omega$. The question concerns the region where $\Omega \to 0$ at fixed $K > 0$, and there the condition fails completely. At $\Omega = 0$ nothing rotates: a static, real $p$ has $p^* = p$, and (2) then requires $(d - J - K)\,p = 0$, not $(d-J)\,p = 0$.

Dropping $p^*$ is the Tamm-Dancoff approximation (TDA), here identical with configuration interaction singles. The check $d - J = E_T - E_{\rm RHF}$ is correct but concerns another question. It compares RHF with a state a finite distance away, in which one electron has been moved entirely to $u$. An instability concerns determinants infinitesimally close to RHF. The determinant with orbitals $g + pu$ and $g - pu$ contains the doubly excited configuration $u^2$ with amplitude $-p^2$, and $H$ couples $u^2$ to $g^2$ through $(gu|gu) = K$. This adds $-K(p^2 + p^{*2})$ to the second-order energy, next to the term $2(d-J)|p|^2$ from the singly excited triplet part. TDA omits exactly this contribution.

## The solution

### (a) The frequency

Set $p = x + iy$ with real $x$ and $y$. Equation (2) reads $i\dot x - \dot y = D(x+iy) - 2Kx$. The imaginary and real parts are

$$\dot x = D\,y, \qquad \dot y = -(D-2K)\,x = -M\,x. \tag{3}$$

Differentiating the first and inserting the second gives $\ddot x = -DM\,x$, so

$$\Omega^2 = DM = (d-J+K)(d-J-K). \tag{4}$$

Here $x$ measures the spin density $4x\,gu$, an excess of $\alpha$ on one atom and of $\beta$ on the other, and $y = \dot x/D$ measures its rate of change. The quantity $2Mx^2 + 2Dy^2$ is conserved, since its derivative is $4MxDy - 4DyMx = 0$, and it is the second-order energy, as part (b) confirms. The mode is an oscillator with spring constant proportional to $M$ and inverse mass proportional to $D$. TDA replaces both by their mean $(D+M)/2 = d-J$, and the square of a real number cannot be negative.

For real $\Omega \neq 0$ the usual matrix form follows from $p = Xe^{-i\Omega t} + Y^*e^{i\Omega t}$. With $A = d-J$ and $B = -K$, (2) is $i\dot p = Ap + Bp^*$. The terms in $e^{-i\Omega t}$ give $\Omega X = AX + BY$. The terms in $e^{i\Omega t}$ give $-\Omega Y^* = AY^* + BX^*$, whose conjugate is $\Omega Y = -BX - AY$. A solution exists when

$$\begin{vmatrix} A-\Omega & B\\ -B & -A-\Omega\end{vmatrix} = -(A^2 - \Omega^2) + B^2 = 0,$$

so $\Omega^2 = (A-B)(A+B)$ with $A-B = D$ and $A+B = M$. The first row gives $Y/X = (A-\Omega)/K$. For $K \ll A$, $\Omega = \sqrt{A^2-K^2} \approx A - K^2/2A$ and $Y/X \approx K/2A$, the limit in which TDA is good. Wherever $\Omega$ is real and $A > 0$, it lies below the TDA value.

For the singlet, $q = p$ reverses the sign of the $K$ term in (2), so $M$ is replaced by $D+2K$ and $\Omega_S^2 = (d-J+K)(d-J+3K)$.

The mode treated here is the $M_S = 0$ component. In spin-orbital space its density-matrix change is $\sigma_z \otimes (p|u\rangle\langle g| + p^*|g\rangle\langle u|)$. The Hamiltonian contains no spin, so a global spin rotation $W$ maps the Fock operator of $\gamma$ to that of $W\gamma W^\dagger$ and carries solutions into solutions, while leaving the RHF density matrix unchanged. Rotating $\sigma_z$ into $\sigma_x$ and $\sigma_y$ gives two spin-flip modes with the same $p(t)$. All three triplet components obey (4).

### (b) The Coulson-Fischer point

Take $\phi_\sigma = c_\sigma g + s_\sigma u$ with $c_\sigma = \cos\theta_\sigma$ and $s_\sigma = \sin\theta_\sigma$. The density is $c_\sigma^2\,gg + s_\sigma^2\,uu + 2c_\sigma s_\sigma\,gu$, and after parity removes the odd integrals,

$$E = (c_\alpha^2+c_\beta^2)h_{gg} + (s_\alpha^2+s_\beta^2)h_{uu} + c_\alpha^2c_\beta^2J_{gg} + s_\alpha^2s_\beta^2J_{uu} + (c_\alpha^2s_\beta^2 + s_\alpha^2c_\beta^2)J + 4c_\alpha s_\alpha c_\beta s_\beta K .$$

To second order $s_\sigma^2 = \theta_\sigma^2$, $c_\sigma^2 = 1-\theta_\sigma^2$, and each $\theta_\sigma^2$ collects $h_{uu} - h_{gg} - J_{gg} + J = D$:

$$E - E_{\rm RHF} = D(\theta_\alpha^2+\theta_\beta^2) + 4K\theta_\alpha\theta_\beta .$$

Along $\theta_\beta = \theta_\alpha = \theta$ this is $2(D+2K)\theta^2$, and along $\theta_\beta = -\theta_\alpha$ it is $2M\theta^2$. Since $K > 0$, the antisymmetric direction is the softer one and fails first.

In that direction the energy can be written exactly. With $\theta_\alpha = -\theta_\beta = \theta$ and $s = \sin^2\theta$,

$$E = 2(1-s)h_{gg} + 2s\,h_{uu} + (1-s)^2J_{gg} + s^2J_{uu} + 2s(1-s)J - 4s(1-s)K .$$

The terms free of $s$ give $E_{\rm RHF}$. The linear terms give $2s\,(h_{uu} - h_{gg} - J_{gg} + J - 2K) = 2Ms$. The quadratic terms give $Cs^2$, so

$$E = E_{\rm RHF} + 2Ms + Cs^2, \qquad C = J_{gg}+J_{uu}-2J+4K = (gg-uu|gg-uu) + 4K > 0. \tag{5}$$

On $0 \le s \le 1$ the minimum is at $s = 0$ when $M \ge 0$. When $M < 0$, setting $2M + 2Cs = 0$ gives

$$s^* = -\frac{M}{C}, \qquad E_{\rm UHF} - E_{\rm RHF} = -\frac{M^2}{C}.$$

This $s^*$ is in range whenever $D > 0$, because $-M = 2K - D < 2K$ and $C > 4K$ give $s^* < 1/2$. The UHF solution leaves RHF continuously as $M$ passes through zero, so $R_{\rm CF}$ is fixed by $M(R_{\rm CF}) = 0$, or $d = J+K$, and (4) gives $\Omega(R_{\rm CF}) = 0$. The argument shows where RHF ceases to be a local minimum and which branch appears. That no determinant with $|\theta_\alpha| \ne |\theta_\beta|$ lies lower is not proved here; the numerical check below confirms it by free minimization at five distances, two of them close to $R_{\rm CF}$ on either side.

The other factor also has a static meaning. For $\phi_{\alpha,\beta} = \cos\theta\,g \pm i\sin\theta\,u$ the density has no $gu$ term, the $K$ term drops out, and the second-order energy is $2D\theta^2$. So $D > 0$ is stability against complex orbitals, and the two results together reproduce $2Mx^2+2Dy^2$.

At $R_{\rm CF}$ one has $A = K$ and $D = 2K$. The response matrix is $K\begin{pmatrix}1&-1\\1&-1\end{pmatrix}$, whose square is zero; it has the single eigenvector $X = Y$. Equations (3) give constant $y_0$ and the free drift $x = x_0 + 2Ky_0t$. The TDA value there is $K > 0$, so TDA gives no signal at the true point. If $M$ crosses zero with finite slope $M'$, then $\Omega^2 \approx 2KM'(R - R_{\rm CF})$, and $\Omega$ falls to zero as a square root with a vertical tangent.

The triplet frequency obeys $\Omega^2 = DM$, and the Coulson-Fischer point is fixed by $M = 0$, or $d = J+K$, where $\Omega = 0$. What remains is to describe $\Omega$ beyond that point, state what the answer depends on, and evaluate the results in the STO-3G basis.

Numerical values quoted here were computed with a short program.
